# Screened potential of a charged oxygen vacancy in an anisotropic dielectric

## A crystal with one special axis

Place a charge \(q\) at the origin of a crystal whose static relative permittivity is \(\varepsilon_a\) along \(x\) and \(y\), and \(\varepsilon_c\) along \(z\). Rutile TiO\(_2\) has this form, and a doubly ionised oxygen vacancy in it has \(q=+2e\), where \(e>0\) is the elementary charge. Gauss's law \(\nabla\cdot\mathbf D=q\,\delta(\mathbf r)\), with \(D_i=\varepsilon_0\varepsilon_iE_i\) and \(\mathbf E=-\nabla\phi\), gives

\[
\varepsilon_a\left(\partial_x^2+\partial_y^2\right)\phi+\varepsilon_c\,\partial_z^2\phi=-\frac{q}{\varepsilon_0}\,\delta(x)\delta(y)\delta(z).
\]

Measure each coordinate in its own unit: \(x=\sqrt{\varepsilon_a}\,u_x\), \(y=\sqrt{\varepsilon_a}\,u_y\), \(z=\sqrt{\varepsilon_c}\,u_z\). Then \(\varepsilon_a\partial_x^2=\partial_{u_x}^2\), and likewise for the others, so the left side is an ordinary Laplacian. Since \(\delta(\sqrt{\varepsilon_a}u_x)=\delta(u_x)/\sqrt{\varepsilon_a}\), the right side acquires the factor \(1/(\varepsilon_a\sqrt{\varepsilon_c})\). This is the vacuum problem of a charge \(q/(\varepsilon_a\sqrt{\varepsilon_c})\), with the Coulomb solution

\[
\phi=\frac{q}{4\pi\varepsilon_0\,\varepsilon_a\sqrt{\varepsilon_c}\,\sqrt{(x^2+y^2)/\varepsilon_a+z^2/\varepsilon_c}}
=\frac{q}{4\pi\varepsilon_0\sqrt{\varepsilon_a\varepsilon_c(x^2+y^2)+\varepsilon_a^2z^2}} .
\]

On the \(c\) axis the effective permittivity is \(\varepsilon_a\), and \(\varepsilon_c\) has dropped out. Normal to the axis it is \(\sqrt{\varepsilon_a\varepsilon_c}\). If \(\varepsilon_c\to\infty\) at fixed \(\varepsilon_a\), the potential in the plane \(z=0\) vanishes as \(\varepsilon_c^{-1/2}\), while on the axis it does not change.

## The general statement

**Assumptions.** The crystal is homogeneous, insulating and unbounded. Its response is static, linear and local, with a real permittivity tensor \(\varepsilon\). The energy density \(w\) obeys \(dw=\mathbf E\cdot d\mathbf D\). For \(w\) to be a function of \(\mathbf D\), the derivatives \(\partial E_i/\partial D_j=(\varepsilon^{-1})_{ij}/\varepsilon_0\) must be symmetric, so \(\varepsilon\) is symmetric. Stability requires \(w=\tfrac12\varepsilon_0\mathbf E^{T}\varepsilon\mathbf E>0\) for \(\mathbf E\neq0\), so \(\varepsilon\) is positive definite.

**Theorem.** The potential of a point charge \(q\) at the origin that vanishes at infinity is

\[
\boxed{\;\phi(\mathbf r)=\frac{q}{4\pi\varepsilon_0\,\sqrt{\det\varepsilon}\,\sqrt{\mathbf r^{T}\varepsilon^{-1}\mathbf r}}\;}
\]

**Lemma 1 (rescaling).** Let \(S=\varepsilon^{1/2}\) be the symmetric positive square root and \(\mathbf r=S\mathbf u\). Then \(\nabla_r\cdot(\varepsilon\nabla_r)=\nabla_u^2\) and \(\delta(\mathbf r)=\delta(\mathbf u)/\sqrt{\det\varepsilon}\).

*Proof.* From \(r_i=S_{ij}u_j\), the chain rule gives \(\partial/\partial u_j=S_{ij}\,\partial/\partial r_i\). Hence

\[
\nabla_u^2=S_{ij}S_{kj}\frac{\partial^2}{\partial r_i\partial r_k}=(SS^{T})_{ik}\frac{\partial^2}{\partial r_i\partial r_k}=\varepsilon_{ik}\frac{\partial^2}{\partial r_i\partial r_k}.
\]

The volume elements obey \(d^3r=\det S\,d^3u=\sqrt{\det\varepsilon}\,d^3u\). The integral \(\int g\,\delta(\mathbf r)\,d^3r\) must equal \(g(0)\) for every smooth \(g\), and this fixes the factor in the delta function. ∎

**Lemma 2 (point source).** With \(u=|\mathbf u|\), \(\nabla_u^2(1/u)=-4\pi\delta(\mathbf u)\).

*Proof.* The statement means \(\int(1/u)\nabla_u^2g\,d^3u=-4\pi g(0)\) for every smooth \(g\) that vanishes at large \(u\). Let \(\bar g(u)\) be the average of \(g\) over the sphere of radius \(u\). The angular part of the Laplacian averages to zero, leaving \(u^{-2}(u^2\bar g')'=u^{-1}(u\bar g)''\). Therefore

\[
\int\frac1u\nabla_u^2g\,d^3u=4\pi\int_0^\infty u^2\,\frac1u\,\frac{(u\bar g)''}{u}\,du=4\pi\Big[\bar g+u\bar g'\Big]_0^\infty=-4\pi g(0).\ ∎
\]

*Proof of the theorem.* Gauss's law reads \(\nabla\cdot(\varepsilon\nabla\phi)=-q\,\delta(\mathbf r)/\varepsilon_0\). By Lemma 1,

\[
\nabla_u^2\phi=-\frac{q}{\varepsilon_0\sqrt{\det\varepsilon}}\,\delta(\mathbf u),
\]

and by Lemma 2 a solution is \(\phi=q/(4\pi\varepsilon_0\sqrt{\det\varepsilon}\,u)\). Since \(\mathbf u=S^{-1}\mathbf r\), we have \(u^2=\mathbf r^{T}S^{-1}S^{-1}\mathbf r=\mathbf r^{T}\varepsilon^{-1}\mathbf r\), which is the stated form. The difference of two solutions is harmonic in \(\mathbf u\) everywhere and vanishes at infinity. Its value at any point equals its average over a sphere of any radius about that point, and this average tends to zero as the radius grows. The solution is therefore unique. ∎

**Remark (why both factors occur).** The inverse tensor comes from the distance and the determinant from the source. If \(\varepsilon\) is multiplied by \(\lambda\), \(\sqrt{\det\varepsilon}\) grows as \(\lambda^{3/2}\) and the rescaled distance falls as \(\lambda^{-1/2}\). The product grows as \(\lambda\), as the screening of a charge must. For \(\varepsilon_{ij}=\varepsilon\,\delta_{ij}\) the denominator becomes \(\varepsilon^{3/2}\,r/\varepsilon^{1/2}=\varepsilon r\).

## A second proof, which shows what screens where

In Fourier space the field equation is algebraic, so

\[
\phi(\mathbf r)=\frac{q}{\varepsilon_0}\int\frac{d^3k}{(2\pi)^3}\,\frac{e^{i\mathbf k\cdot\mathbf r}}{\mathbf k^{T}\varepsilon\,\mathbf k}.
\]

Write \(\mathbf k=k\mathbf n\) with \(|\mathbf n|=1\). The factor \(k^2\) of the volume element cancels that of the denominator. Because \(\mathbf n^{T}\varepsilon\mathbf n\) is even in \(\mathbf n\), the directions \(\pm\mathbf n\) can be paired, which replaces \(\int_0^\infty dk\,e^{ik\mathbf n\cdot\mathbf r}\) by \(\tfrac12\int_{-\infty}^{\infty}dk\,e^{ik\mathbf n\cdot\mathbf r}=\pi\,\delta(\mathbf n\cdot\mathbf r)\). With \(\mathbf n\cdot\mathbf r=r\cos\theta\), the delta function contributes \(1/r\) and confines \(\mathbf n\) to the unit circle normal to \(\mathbf r\):

\[
\phi(\mathbf r)=\frac{q}{8\pi^2\varepsilon_0r}\oint\frac{d\psi}{\mathbf n^{T}\varepsilon\mathbf n}
=\frac{q}{4\pi\varepsilon_0r}\left\langle\frac1{\mathbf n^{T}\varepsilon\mathbf n}\right\rangle_{\mathbf n\perp\mathbf r}.
\]

Let \(a\) and \(b\) be the principal values of the \(2\times2\) block of \(\varepsilon\) in that plane. With \(t=\tan\psi\),

\[
\left\langle\frac1{a\cos^2\psi+b\sin^2\psi}\right\rangle=\frac2\pi\int_0^\infty\frac{dt}{a+bt^2}=\frac1{\sqrt{ab}} .
\]

The block determinant \(ab\) is the cofactor of the diagonal element of \(\varepsilon\) along \(\hat{\mathbf r}=\mathbf r/r\), so \(ab=\det\varepsilon\;\hat{\mathbf r}^{T}\varepsilon^{-1}\hat{\mathbf r}\). This reproduces the theorem. It also explains the opening result: the potential at \(\mathbf r\) is built from plane waves whose wavevectors are normal to \(\mathbf r\). On principal axis 1 these waves involve \(\varepsilon_2\) and \(\varepsilon_3\), and the effective permittivity is \(\sqrt{\varepsilon_2\varepsilon_3}\).

## Fields

**Proposition.** \(\mathbf D\) is radial, with a strength that depends on direction, and \(\mathbf E\) is parallel to \(\varepsilon^{-1}\mathbf r\).

*Proof.* Put \(Q=\mathbf r^{T}\varepsilon^{-1}\mathbf r\), so that \(\nabla Q=2\varepsilon^{-1}\mathbf r\). Then \(-\nabla Q^{-1/2}=\tfrac12Q^{-3/2}\nabla Q=Q^{-3/2}\varepsilon^{-1}\mathbf r\), and

\[
\mathbf E=\frac{q\,\varepsilon^{-1}\mathbf r}{4\pi\varepsilon_0\sqrt{\det\varepsilon}\,Q^{3/2}},\qquad
\mathbf D=\varepsilon_0\varepsilon\mathbf E=\frac{q\,\mathbf r}{4\pi\sqrt{\det\varepsilon}\,Q^{3/2}}.\ ∎
\]

In the uniaxial crystal \(D\) equals \(q/(4\pi r^2)\) times \(\varepsilon_c/\varepsilon_a\) along \(c\), and times \(\sqrt{\varepsilon_a/\varepsilon_c}\) along \(a\). For \(\varepsilon_c>\varepsilon_a\) the flux is thus concentrated about the \(c\) axis. If \(\mathbf r\) makes an angle \(\theta\) with \(c\), the angle \(\theta_E\) of the field follows from \(\tan\theta_E=(\varepsilon_c/\varepsilon_a)\tan\theta\).

## Numbers for rutile

Take \(\varepsilon_a=90\) and \(\varepsilon_c=170\), rough values for a rutile crystal near room temperature, with \(q=2e\), \(r=2\) nm and \(T=300\) K. Then \(q/(4\pi\varepsilon_0)=2.880\) V nm and \(\sqrt{\det\varepsilon}=90\sqrt{170}=1173.5\). The rescaled distances are \(2/\sqrt{90}=0.2108\) nm along \(a\) and \(2/\sqrt{170}=0.1534\) nm along \(c\), so

\[
\phi_a=\frac{2.880}{1173.5\times0.2108}\ \text{V}=11.6\ \text{mV},\qquad
\phi_c=\frac{2.880}{1173.5\times0.1534}\ \text{V}=16.0\ \text{mV}.
\]

The potential is larger along the axis of higher permittivity. Putting \(\varepsilon_c\) into the isotropic formula would give 8.5 mV along \(c\), about half the correct value. The mean permittivity 116.7 would give 12.3 mV in every direction, 6 % too high along \(a\) and 23 % too low along \(c\). The equipotentials are ellipsoids with axis ratio \(\sqrt{170/90}=1.37\), elongated along \(c\).

A second vacancy of charge \(2e\) has the interaction energy \(2e\phi\): 23.3 meV along \(a\) and 32.0 meV along \(c\), on either side of \(kT=25.9\) meV. At equal distance, and counting this energy alone, a pair along \(a\) has a Boltzmann weight \(e^{(32.0-23.3)/25.9}=1.4\) times that of a pair along \(c\).

The displacement is 0.46 µC/cm² along \(a\) and 1.20 µC/cm² along \(c\), and the fields are 0.058 and 0.080 MV/cm. At 45° to the \(c\) axis, \(\mathbf E\) makes an angle of \(\arctan(170/90)=62^\circ\) with that axis, 17° away from the radial direction.

Now tilt the \(c\) axis by 30° from a film normal \(z\), towards \(x\), and leave the electrodes aside. With \(\hat{\mathbf c}\) the unit vector along the axis, \(\varepsilon=\varepsilon_a\mathbf 1+(\varepsilon_c-\varepsilon_a)\hat{\mathbf c}\hat{\mathbf c}^{T}\) has \(\varepsilon_{xx}=110\), \(\varepsilon_{zz}=150\) and \(\varepsilon_{xz}=34.64\). The element needed along the normal is

\[
(\varepsilon^{-1})_{zz}=\frac{\varepsilon_{xx}}{\varepsilon_{xx}\varepsilon_{zz}-\varepsilon_{xz}^2}=\frac{110}{15300}=0.00719,
\]

whereas \(1/\varepsilon_{zz}=0.00667\). The determinant is unchanged by the rotation, and the potential 2 nm along the normal is 14.5 mV. Using \(1/\varepsilon_{zz}\) would give 15.0 mV.

## Two extensions by the same rescaling

**Corollary 1 (electrodes).** Let grounded planes lie at \(z=\pm t/2\), normal to the principal axis \(c\), with the charge midway. In \(\mathbf u\) space they remain planes and the operator is the Laplacian, so odd reflection in each plane gives image charges of sign \((-1)^n\) at \(z=nt\):

\[
\phi(x,0,0)=\frac{q}{4\pi\varepsilon_0\sqrt{\det\varepsilon}}\sum_{n=-\infty}^{\infty}\frac{(-1)^n}{\sqrt{x^2/\varepsilon_a+n^2t^2/\varepsilon_c}} .
\]

For \(x\ll t\) the images contribute \(2\sum_{n\ge1}(-1)^n\sqrt{\varepsilon_c}/(nt)=-2\ln2\,\sqrt{\varepsilon_c}/t\) to the sum. Relative to the direct term this is \(-2\ln2\,\sqrt{\varepsilon_c/\varepsilon_a}\;x/t\), or about \(-13\) % for \(x=2\) nm and \(t=30\) nm. Summing the series numerically lowers \(\phi_a\) from 11.6 to 10.2 mV.

**Corollary 2 (free electrons).** Let electrons of mean density \(n\) be neutralised by a fixed uniform background. In the nondegenerate mean-field description their density is \(ne^{e\phi/kT}\approx n(1+e\phi/kT)\), which adds the charge density \(-ne^2\phi/kT\). The field equation becomes

\[
\nabla_u^2\phi-\kappa^2\phi=-\frac{q\,\delta(\mathbf u)}{\varepsilon_0\sqrt{\det\varepsilon}},\qquad \kappa^2=\frac{ne^2}{\varepsilon_0kT}.
\]

For \(u>0\), \(f=e^{-\kappa u}/u\) satisfies \(\nabla_u^2f=u^{-1}(uf)''=\kappa^2f\). Near the origin it differs from \(1/u\) by a bounded function, so its point source is the same. The potential of the theorem is therefore multiplied by \(e^{-\kappa u}\), and the decay length along principal axis \(i\) is \(\sqrt{\varepsilon_i}/\kappa\).

For \(n=10^{18}\) cm\(^{-3}\) these lengths are 11.3 nm along \(a\) and 15.6 nm along \(c\). At 2 nm the potential falls by 16 % and 12 %. These are estimates, since \(e\phi/kT\) is 0.45 and 0.62 there, which is not small, and an ellipsoid with the decay lengths as semi-axes holds about eight electrons. Degeneracy is a lesser concern: \(n\) is 4 % of the effective density of states \(2(mkT/2\pi\hbar^2)^{3/2}\) for the free-electron mass \(m\), and less for a heavier band. In rutile, excess electrons tend to self-trap as small polarons and to bind near vacancies, which this model of a free gas leaves out.

## Where the continuum formula fails

**Short distances.** The local tensor cannot hold down to atomic separations. For an isotropic estimate with \(\varepsilon=90\), let the permittivity fall with wavevector as \(\varepsilon(k)=1+(\varepsilon-1)/(1+\varepsilon l^2k^2)\), with an assumed length \(l=0.1\) nm. Then

\[
\frac1{\varepsilon(k)}=\frac1\varepsilon+\left(1-\frac1\varepsilon\right)\frac{k^2}{k^2+l^{-2}},\qquad
\phi=\frac{q}{4\pi\varepsilon_0\varepsilon r}\left[1+(\varepsilon-1)e^{-r/l}\right],
\]

because \(1/(k^2+l^{-2})\) is the transform of \(e^{-r/l}/(4\pi r)\). The excess over the local result is negligible at 2 nm, 10 % at 0.68 nm and 60 % at 0.5 nm. The 10 % distance is proportional to \(l\) and passes 1 nm for \(l=0.15\) nm.

**Saturation.** Add a cubic term to the response along \(c\), \(E=P/[\varepsilon_0(\varepsilon_c-1)]+\beta P^3\), where \(P\) is the polarisation and \(\beta=10^{10}\) V m\(^5\)/C\(^3\) is an assumed order of magnitude. The ratio of the cubic to the linear term is \(\beta\varepsilon_0(\varepsilon_c-1)P^2\), with \(P=(1-1/\varepsilon_c)D\). It is 0.2 % at 2 nm. With the linear result \(D\propto r^{-2}\), it grows as \(r^{-4}\) and reaches 10 % at 0.77 nm. This is an extrapolation: saturation itself lowers \(P\) on the axis, so the true ratio there is smaller. With these assumed parameters, both estimates place the onset of failure somewhat below 1 nm.

**Unrelaxed ions.** If the vacancy changes its charge faster than the ions can move, electrons alone screen the change. With rough electronic permittivities of 6 and 7 along \(a\) and \(c\), a sudden change of charge by \(2e\) changes the potential at 2 nm by about 220 mV along \(a\) and 240 mV along \(c\). Quoted electronic permittivities vary, and values of 6.8 and 8.4 would give about 190 and 210 mV. The static values apply after the lattice has relaxed.

**Setting beside a device.** Consider a rutile film 30 nm thick, as in the example with electrodes. One volt across it gives 0.33 MV/cm, four to six times the vacancy's field at 2 nm. In a linear dielectric the two fields add and the vacancy potential is unaffected. With the cubic term assumed above and the applied field along \(c\), the permittivity for small additional fields along \(c\) falls from 170 to about 154. The model has no coupling between the polarisations along \(c\) and \(a\), so \(\varepsilon_a\) stays fixed. In this linearised estimate the direct term rises by about 5 % along \(a\). The leading image term does not depend on \(\varepsilon_c\), so the potential in the film rises by nearly 6 %. On the \(c\) axis the linearised potential is unchanged. Within about 1 nm of the vacancy along \(c\), its own field exceeds the applied one and the linearisation fails. Even at 2 nm the term quadratic in the vacancy's own polarisation is about a quarter of the term kept. The neglected terms shift the potential on the \(c\) axis by a few per cent at 2 nm, down on the side where the two fields are parallel and up on the other, by an amount that depends on the size of the charge core. In the examples above, the electrodes alone lower the potential along \(a\) by 13 %, and the carriers alone lower it by 16 % along \(a\) and 12 % along \(c\). These reductions do not add when electrodes and carriers act together. Without carriers, a fall of both permittivities by 10 % on heating raises the potential by 11 %, while a change of \(\varepsilon_c\) alone leaves the value on the \(c\) axis untouched. With carriers \(\varepsilon_c\) enters there through the decay length \(\sqrt{\varepsilon_c}/\kappa\). A charge centre displaced by 0.05 nm towards the observer adds 2.6 % along \(c\). In a polycrystalline film, or in a dense cluster of vacancies, the assumptions of a homogeneous crystal and an isolated charge themselves fail, and these corrections do not repair the formula.

Numbers in the example were calculated in double precision.
